# Magnetic moment of a thermally switching bit from its dwell times: a numerical check

```python
"""
Result under test: for a thermally switching two-state magnetic bit,
    d ln(tau_up/tau_down)/dB = 2 m <x> / (k T),
so a factor e per millitesla at 300 K means m <x> near 2.2e5 Bohr magnetons.
m: moment; B: field on the easy axis; x: cosine of the angle to that axis;
<x>: mean of x inside the up well; tau: mean dwell time;
sigma: zero-field barrier / kT; b = m B / kT.
Dwell times are computed from the stochastic dynamics (backward equation),
without using the equilibrium ratio law. SI units inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

kB, hbar, e_charge = const.k, const.hbar, const.e
muB = const.physical_constants["Bohr magneton"][0]
gamma = const.physical_constants["electron gyromag. ratio"][0]

# Inputs: the stated observation and rough typical device values
temperature = 300.0
slope = 1.0 / 1e-3          # change of ln(dwell ratio) per tesla
sigma = 15.0
Ms, thickness = 1.1e6, 1.5e-9
alpha, stiffness = 0.01, 1e-11
polarization, read_current = 0.6, 1e-7
tilt = np.radians(10.0)
kT = kB * temperature
mT = 1e-3


def well_mean(s):
    """Zero-field average of x over the up well, by quadrature."""
    top = quad(lambda x: x * np.exp(s * (x * x - 1)), 0, 1)[0]
    return top / quad(lambda x: np.exp(s * (x * x - 1)), 0, 1)[0]


def dwell(b, s, cells=4000, threshold=0.9):
    """Mean time, in units 1/D, from x=+threshold to x=-threshold.
    Central differences of the backward equation; the positive
    recurrence for neighbouring differences avoids cancellation."""
    faces = np.linspace(-1.0, 1.0, cells + 1)
    dx = 2.0 / cells
    centres = 0.5 * (faces[1:] + faces[:-1])
    diffusion = (1 - faces**2) / dx**2
    half_drift = 0.5 * dx * (-2 * s * centres - b)
    right = diffusion[1:] * (1 - half_drift)
    left = diffusion[:-1] * (1 + half_drift)
    first = int(round((1 - threshold) / dx))
    last = int(round((1 + threshold) / dx))
    step, total = 0.0, 0.0
    for i in range(cells - 1, first - 1, -1):
        step = (1 + right[i] * step) / left[i]
        if i < last:
            total += step
    return total


def log_ratio(b, s):
    """ln(tau_up/tau_down); the down dwell is the up dwell at -B."""
    return np.log(dwell(b, s) / dwell(-b, s))


# Inference of the moment
m_simple = kT * slope / 2
mean_x = well_mean(sigma)
m_full = m_simple / mean_x
b_mT = m_full * mT / kT
assert abs(m_simple / muB / 2.2e5 - 1) < 0.03
closed_mean = (np.exp(sigma) - 1) / (
    2 * sigma * quad(lambda x: np.exp(sigma * x * x), 0, 1)[0])
assert abs(mean_x - closed_mean) < 1e-8
assert abs(mean_x - (1 - 1 / (2 * sigma))) < 1 / sigma**2

# Forward test: the dynamics must return the observed slope
slope_dyn = log_ratio(b_mT / 2, sigma) - log_ratio(-b_mT / 2, sigma)
assert abs(slope_dyn - slope * mT) < 1e-3

# An offset field hardly alters the ratio slope, but alters a single dwell's
def slopes_at(offset):
    hi, lo = (offset + 0.5) * b_mT, (offset - 0.5) * b_mT
    single = np.log(dwell(hi, sigma) / dwell(lo, sigma))
    return log_ratio(hi, sigma) - log_ratio(lo, sigma), single

ratio_0, single_0 = slopes_at(0.0)
ratio_3, single_3 = slopes_at(3.0)
assert abs(ratio_3 / ratio_0 - 1) < 2e-3
assert abs(single_0 / ratio_0 - 0.5) < 1e-3
assert single_3 / single_0 > 1.03

# Same moment, other barriers: retention changes, slope hardly does
barrier_slopes, barrier_dwells = [], []
for s in (12.0, 18.0):
    value = log_ratio(b_mT / 2, s) - log_ratio(-b_mT / 2, s)
    assert abs(value / (2 * b_mT * well_mean(s)) - 1) < 2e-3
    barrier_slopes.append(value)
    barrier_dwells.append(dwell(0.0, s))
dwell_factor = barrier_dwells[1] / barrier_dwells[0]
assert dwell_factor > 100
assert abs(barrier_slopes[1] / barrier_slopes[0] - 1) < 0.03

# Gilbert dynamics solved as a linear system: drift rate and spin torque
def x_velocity(field, torque):
    n = np.array([np.sin(0.7), 0.0, np.cos(0.7)])
    z = np.array([0.0, 0.0, 1.0])
    cross = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]],
                      [-n[1], n[0], 0]])
    drive = -gamma * cross @ (field * z)
    drive -= gamma * torque * cross @ (cross @ z)
    return np.linalg.solve(np.eye(3) - alpha * cross, drive)[2]

D = gamma * alpha * kT / ((1 + alpha**2) * m_full)
by_field = x_velocity(mT, 0.0)
assert abs(by_field / (D * b_mT * np.sin(0.7)**2) - 1) < 1e-9
assert abs(x_velocity(0.0, alpha * mT) / by_field - 1) < 1e-9
torque_field = hbar * polarization * read_current / (2 * e_charge * m_full)
current_offset = torque_field / alpha

# Tilted field: explicit Boltzmann sums over the two half spheres
def tilted_log_ratio(b, angle):
    x = (np.arange(2000) + 0.5)[:, None] / 2000
    phi = np.arange(32)[None, :] * 2 * np.pi / 32
    across = np.sqrt(1 - x * x) * np.cos(phi) * np.sin(angle)
    base = sigma * (x * x - 1)
    up = np.exp(base + b * (x * np.cos(angle) + across)).sum()
    down = np.exp(base + b * (-x * np.cos(angle) + across)).sum()
    return np.log(up / down)

tilt_factor = (tilted_log_ratio(b_mT / 2, tilt)
               / tilted_log_ratio(b_mT / 2, 0.0))
assert abs(tilt_factor - np.cos(tilt)) < 1e-3

# Counting error, by simulated exponential dwells at -1 mT and +1 mT
count, repeats = 1000, 2000
rng = np.random.default_rng(7)
mean_logs = [np.log(rng.exponential(1.0, (repeats, count)).mean(axis=1))
             for _ in range(4)]
simulated = (mean_logs[0] - mean_logs[1] - mean_logs[2] + mean_logs[3]) / 2
count_error = 1 / np.sqrt(count)
assert abs(simulated.std() / count_error - 1) < 0.08

# Times and device size
tau_0 = dwell(0.0, sigma) / D
tau_up = dwell(b_mT, sigma) / D
tau_down = dwell(-b_mT, sigma) / D
well_time = 1 / (2 * sigma * D)
assert well_time < 1e-3 * tau_down
volume = m_full / Ms
diameter = np.sqrt(4 * volume / (np.pi * thickness))
K = sigma * kT / volume
B_K = 2 * sigma * kT / m_full

# Wall energy per area from the energy integral of a wall profile
delta = np.sqrt(stiffness / K)
def wall_density(s):
    theta = 2 * np.arctan(np.exp(s))
    theta_prime = 2 * np.exp(s) / (1 + np.exp(2 * s)) / delta
    return stiffness * theta_prime**2 + K * np.sin(theta)**2
wall_area_energy = delta * quad(lambda s: wall_density(s) / K, -20, 20)[0] * K
assert abs(wall_area_energy / (4 * np.sqrt(stiffness * K)) - 1) < 1e-6
wall_barrier = wall_area_energy * diameter * thickness / kT
assert wall_barrier > sigma
quantum_scale = hbar * gamma * B_K / kB
assert quantum_scale < 0.01 * temperature


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())

show("Temperature", f"{temperature:.0f}", "K")
show("Observed slope of ln ratio", f"{slope * mT:.3f}", "per mT")
show("Thermal energy kT", f"{kT:.4e}", "J")
show("Bohr magneton", f"{muB:.4e}", "J/T")
show("Simple moment", f"{m_simple:.4e}", "J/T")
show("Simple moment", f"{m_simple / muB:.4e}", "Bohr magnetons")
show("Moment if factor 2 is forgotten", f"{2 * m_simple / muB:.4e}",
     "Bohr magnetons")
show("Barrier sigma", f"{sigma:.0f}", "kT")
show("Mean x in a well", f"{mean_x:.4f}")
show("Estimate 1-1/(2 sigma)", f"{1 - 1 / (2 * sigma):.4f}")
show("Corrected full moment", f"{m_full / muB:.4e}", "Bohr magnetons")
show("Corrected full moment", f"{m_full:.4e}", "J/T")
show("Slope from dynamics", f"{slope_dyn:.5f}", "per mT")
show("Ratio slope at 3 mT offset", f"{ratio_3:.5f}", "per mT")
show("Up-dwell slope at 0 mT", f"{single_0:.4f}", "per mT")
show("Up-dwell slope at 3 mT", f"{single_3:.4f}", "per mT")
show("Ratio slope, barrier 12 kT", f"{barrier_slopes[0]:.4f}", "per mT")
show("Ratio slope, barrier 18 kT", f"{barrier_slopes[1]:.4f}", "per mT")
show("Dwell factor, 12 to 18 kT", f"{dwell_factor:.0f}")
show("Damping", f"{alpha:.2f}")
show("Diffusion rate D", f"{D:.3e}", "1/s")
show("Dwell at balance", f"{tau_0 * 1e3:.2f}", "ms")
show("Up dwell at +1 mT", f"{tau_up * 1e3:.2f}", "ms")
show("Down dwell at +1 mT", f"{tau_down * 1e3:.2f}", "ms")
show("Relaxation time in a well", f"{well_time * 1e9:.1f}", "ns")
show("Magnetization", f"{Ms:.2e}", "A/m")
show("Layer thickness", f"{thickness * 1e9:.1f}", "nm")
show("Magnetic volume", f"{volume * 1e27:.0f}", "nm^3")
show("Disc diameter", f"{diameter * 1e9:.1f}", "nm")
show("Effective anisotropy K", f"{K / 1e3:.1f}", "kJ/m^3")
show("Anisotropy field", f"{B_K / mT:.1f}", "mT")
show("Field tilt", f"{np.degrees(tilt):.0f}", "degrees")
show("Slope factor from tilt", f"{tilt_factor:.4f}")
show("Moment error for 10 K error", f"{1000 / temperature:.1f}", "%")
show("Read current", f"{read_current * 1e6:.2f}", "uA")
show("Spin polarization", f"{polarization:.1f}")
show("Offset field from read current", f"{current_offset / mT:.2f}", "mT")
show("Dwells per state and field", count)
show("Slope error, formula", f"{100 * count_error:.2f}", "%")
show("Slope error, simulated", f"{100 * simulated.std():.2f}", "%")
show("Record time per field", f"{count * (tau_up + tau_down):.0f}", "s")
show("Exchange stiffness", f"{stiffness * 1e12:.0f}", "pJ/m")
show("Domain-wall barrier estimate", f"{wall_barrier:.1f}", "kT")
show("Tunnelling temperature scale", f"{quantum_scale:.3f}", "K")
print("every check passed")
```

It prints:

```
Temperature: 300 K
Observed slope of ln ratio: 1.000 per mT
Thermal energy kT: 4.1419e-21 J
Bohr magneton: 9.2740e-24 J/T
Simple moment: 2.0710e-18 J/T
Simple moment: 2.2331e+05 Bohr magnetons
Moment if factor 2 is forgotten: 4.4662e+05 Bohr magnetons
Barrier sigma: 15 kT
Mean x in a well: 0.9639
Estimate 1-1/(2 sigma): 0.9667
Corrected full moment: 2.3167e+05 Bohr magnetons
Corrected full moment: 2.1485e-18 J/T
Slope from dynamics: 1.00002 per mT
Ratio slope at 3 mT offset: 0.99985 per mT
Up-dwell slope at 0 mT: 0.5000 per mT
Up-dwell slope at 3 mT: 0.5302 per mT
Ratio slope, barrier 12 kT: 0.9894 per mT
Ratio slope, barrier 18 kT: 1.0067 per mT
Dwell factor, 12 to 18 kT: 212
Damping: 0.01
Diffusion rate D: 3.394e+06 1/s
Dwell at balance: 15.81 ms
Up dwell at +1 mT: 26.20 ms
Down dwell at +1 mT: 9.64 ms
Relaxation time in a well: 9.8 ns
Magnetization: 1.10e+06 A/m
Layer thickness: 1.5 nm
Magnetic volume: 1953 nm^3
Disc diameter: 40.7 nm
Effective anisotropy K: 31.8 kJ/m^3
Anisotropy field: 57.8 mT
Field tilt: 10 degrees
Slope factor from tilt: 0.9848
Moment error for 10 K error: 3.3 %
Read current: 0.10 uA
Spin polarization: 0.6
Offset field from read current: 0.92 mT
Dwells per state and field: 1000
Slope error, formula: 3.16 %
Slope error, simulated: 3.14 %
Record time per field: 36 s
Exchange stiffness: 10 pJ/m
Domain-wall barrier estimate: 33.3 kT
Tunnelling temperature scale: 0.078 K
every check passed
```
